# How Far Capillary Pressure Fills a Dead-End Pore Against Trapped Gas

## Question

I am stuck on an exercise about wet cleaning of porous dielectrics. A dead-end pore holds an insoluble ideal gas at 0.1 MPa. A wetting liquid closes the mouth and is pulled in by a capillary pressure of 10 MPa. I have to show that, at constant temperature, the liquid fills about 99 percent of the pore's length.

I set the final gas pressure to 10 MPa, used Boyle's law, and found that one hundredth of the length remains. But the liquid outside is also at 0.1 MPa, and I don't know whether that pressure should be added, subtracted or ignored. I also don't see what pressure the liquid itself has: is it 10 MPa, or is it under tension? Finally, would a real pore stay 99 percent full, or is this just an exercise?

## Answer

The outside pressure is added. The gas ends at 10.1 MPa, and your answer changes in the fourth decimal place. The liquid behind the meniscus is under tension for nearly all of the inflow, until the gas pressure reaches 10 MPa, but not when it has come to rest. Whether the state lasts depends on the word "insoluble", which turns out to carry most of the weight.

### Setting and conventions

Take a straight pore of uniform circular bore, with radius $r$, length $L$ and cross-section $A=\pi r^2$. All pressures are absolute:

- $p_0=0.1$ MPa is the gas pressure when the liquid seals the mouth, with gas filling the whole length;
- $p_{\rm res}=0.1$ MPa is the pressure of the liquid outside;
- $P_c=10$ MPa is the capillary pressure, meaning the pressure jump across the curved liquid surface.

Let $x$ be the filled length, defined as liquid volume divided by $A$. The gas then has volume $A(L-x)$, whatever the shape of the meniscus. Gravity is neglected, and no gas leaves the pore.

### Where the capillary pressure comes from

Consider a spherical surface of radius $R$ and surface tension $\gamma$. Enlarging it by $dR$ costs the energy $\gamma\,d(4\pi R^2)=8\pi\gamma R\,dR$. The pressure difference does the work $\Delta p\,4\pi R^2dR$. Equating the two gives $\Delta p=2\gamma/R$, with the higher pressure on the concave side.

In a wetted pore the meniscus is concave towards the gas, so the gas has the higher pressure. If the surface meets the wall at contact angle $\theta$, geometry gives $r=R\cos\theta$. Hence

$$P_c=p_{\rm gas}-p_{\rm liq}=\frac{2\gamma\cos\theta}{r},$$

where $p_{\rm liq}$ is the liquid pressure just behind the meniscus. So $P_c$ is a difference of pressures. It is neither the pressure of the gas nor that of the liquid.

### Force balance and Boyle's law

Once the liquid is at rest, no viscous stress remains and its pressure is uniform. Just behind the meniscus it equals the outside pressure, $p_{\rm liq}=p_{\rm res}$. The final gas pressure is therefore

$$p_g=p_{\rm res}+P_c=0.1+10=10.1\ \text{MPa}.$$

At constant temperature, a fixed amount of ideal gas keeps the product of pressure and volume:

$$p_0AL=p_gA(L-x).$$

The area cancels because the bore is uniform. Dividing by $p_gL$ gives $1-x/L=p_0/p_g$, so

$$\boxed{\frac{x}{L}=1-\frac{p_0}{p_{\rm res}+P_c}}$$

$$\frac{x}{L}=1-\frac{0.1}{10.1}=0.9901 .$$

The liquid fills about 99 percent of the length, as was to be shown. Your version, $1-0.1/10=0.9900$, leaves out $p_{\rm res}$. That is harmless here because $P_c$ is a hundred times larger. It fails when the two are comparable: for $P_c=0.1$ MPa the correct fraction is $1-0.1/0.2=0.5$, while the shortened formula gives zero.

Two limits show what the formula says. With $p_{\rm res}=p_0$ and $P_c\to0$, nothing enters, since the gas already balances the outside pressure. For $P_c\gg p_{\rm res}$ the empty fraction is close to $p_0/P_c$, so making the empty fraction ten times smaller takes about ten times the capillary pressure. Solving for $P_c$ at a wanted filled fraction $f$ gives

$$P_c=\frac{p_0}{1-f}-p_{\rm res}.$$

This is 9.9 MPa for $f=0.99$ and 99.9 MPa for $f=0.999$. A finite capillary pressure never removes the last of an insoluble ideal gas.

### Is this rest position stable?

A force balance might also be a maximum of the energy, so this needs checking. There are three contributions when the liquid advances to $x$.

1. Liquid replaces gas along a wall area $2\pi rx$. By Young's equation this changes the energy by $-2\pi rx\,\gamma\cos\theta$. Divided by $A=\pi r^2$, it is $-(2\gamma\cos\theta/r)x=-P_cx$. The meniscus keeps its shape, so its own energy is constant.
2. The outside liquid does work $p_{\rm res}Ax$, which contributes $-p_{\rm res}x$ per area.
3. Isothermal compression of the gas stores the free energy, per area,

$$\int_0^x\frac{p_0L}{L-x'}\,dx'=-p_0L\ln\!\left(1-\frac{x}{L}\right).$$

The total per bore area is

$$F(x)=-(p_{\rm res}+P_c)x-p_0L\ln\!\left(1-\frac{x}{L}\right),$$

$$F'(x)=-(p_{\rm res}+P_c)+\frac{p_0L}{L-x},\qquad F''(x)=\frac{p_0L}{(L-x)^2}>0 .$$

Setting $F'=0$ returns the boxed result, and the positive curvature makes it a minimum. In terms of $u=x/L$, the curvature of $F/L$ at rest is $p_0/(1-u)^2=p_g^2/p_0=10.1^2/0.1\approx1020$ MPa. This is a hundred times $P_c$: the short remaining gas column is a stiff spring.

### A pore with numbers

Take water at 298 K in a pore with $r=2$ nm and $L=500$ nm, and use the rough value $\gamma=0.072$ N/m. The required meniscus radius is

$$R=\frac{2\gamma}{P_c}=\frac{2(0.072\ \text{N/m})}{10^7\ \text{Pa}}=14.4\ \text{nm}.$$

Then $\cos\theta=r/R=2/14.4=0.139$, so $\theta=82^\circ$: the wall is barely wetted. The filled length is $0.9901\times500=495$ nm, and 4.95 nm of gas remains.

The meniscus must fit into that remainder. It is a shallow cap of depth about $r^2/(2R)=0.14$ nm. Its volume is about half that depth times $A$, so its rim lies 0.07 nm ahead of the volume-based position $x$. This is small beside 4.95 nm.

The same $P_c$ in a fully wetted pore would need $r=14.4$ nm and a hemispherical meniscus. A hemisphere has volume $\tfrac23\pi r^3$, equivalent to a gas length of $\tfrac23r=9.6$ nm. In a pore 500 nm long, the rim would reach the closed end before the gas had shrunk to 4.95 nm, and the constant-$P_c$ picture would break down. It needs $Lp_0/p_g>\tfrac23r$, which means $L$ above about 970 nm in that case.

### What the liquid does on the way in

This settles your question about tension. At the first moment the gas is at 0.1 MPa, so the liquid behind the meniscus is at $0.1-10=-9.9$ MPa. It is under tension, and that pulls more liquid in from outside. As the gas is compressed, the tension fades. At rest the liquid is at $+0.1$ MPa.

The filling time follows from viscous flow. Let $G$ be the pressure drop per length. On a liquid cylinder of radius $\rho$, the driving force per length $\pi\rho^2G$ balances the wall shear $-2\pi\rho\,\eta\,dv/d\rho$, where $\eta$ is the viscosity. Integrating with $v(r)=0$,

$$v=\frac{G(r^2-\rho^2)}{4\eta},\qquad \bar v=\frac{1}{\pi r^2}\int_0^r v\,2\pi\rho\,d\rho=\frac{Gr^2}{8\eta}.$$

Here $\bar v=dx/dt$ and $G=[p_{\rm res}-(p_{\rm gas}-P_c)]/x$, while Boyle's law gives $p_{\rm gas}=p_0L/(L-x)$. Therefore

$$\frac{8\eta}{r^2}\,x\frac{dx}{dt}=p_{\rm res}+P_c-\frac{p_0L}{L-x}.$$

The right side vanishes at the boxed result, so flow leads to the same state as the energy minimum. To find the time, write $s=x/L$, $\varepsilon=p_0/p_g$ and $s_*=1-\varepsilon$. The right side becomes $p_g(s_*-s)/(1-s)$, so

$$t=\frac{8\eta L^2}{r^2p_g}\int_0^S\frac{s(1-s)}{s_*-s}\,ds .$$

Because $s(1-s)=(s_*-s)(s-\varepsilon)+s_*\varepsilon$, the integral is

$$\frac{S^2}{2}-\varepsilon S+s_*\varepsilon\ln\frac{s_*}{s_*-S}.$$

The logarithm diverges as $S\to s_*$: the final position is approached without being reached in finite time. A practical mark is $S=0.98$, where the integral is $0.480-0.010+0.045=0.515$. With the rough value $\eta=0.9$ mPa s, the prefactor is 44.6 μs, and filling to 98 percent takes 23 μs. This uses the viscosity of bulk water and no slip at the wall, and both are assumptions in so narrow and barely wetted a pore. A slip length $b$ multiplies the mean speed by $1+4b/r$, so $b=1$ nm would cut the time to about 8 μs.

### Why "isothermally" and "length" matter

Suppose instead that the gas exchanged no heat during a slow compression. For gas length $l$ and heat capacity ratio $\kappa$, its energy per area is $pl/(\kappa-1)$. Energy conservation then reads

$$\frac{d(pl)}{\kappa-1}=-p\,dl\quad\Rightarrow\quad l\,dp+\kappa p\,dl=0\quad\Rightarrow\quad pl^\kappa=\text{const}.$$

With $\kappa=1.4$, the filled fraction at 10.1 MPa is $1-(0.1/10.1)^{1/1.4}=0.963$. The hot gas occupies more room.

For this pore the isothermal assumption is the good one. A nitrogen molecule with mean speed $\sqrt{8R_{\rm gas}T/(\pi M)}$, where $M$ is the molar mass, crosses the 4 nm diameter in about 8 ps. Filling takes more than a million times longer. Collisions in the compressed gas slow the crossing, but there is ample room for that, so the gas can keep giving its heat to the wall.

The word "length" depends on the uniform bore. Boyle's law fixes the volume of the gas. In a narrow cone closed at its tip, the gas volume varies as $(L-x)^3$. If the capillary pressure is 10 MPa at the final meniscus, then

$$\frac{x}{L}=1-\left(\frac{p_0}{p_g}\right)^{1/3}=0.785 .$$

The liquid still fills 99 percent of the volume, but only about 79 percent of the length.

### Smaller corrections

The result is forgiving about $P_c$. Lowering it by 20 percent with all else fixed gives 0.988, and raising it by 20 percent gives 0.992.

All of this treats $\gamma\cos\theta$ as independent of the gas pressure. Here it is only 10 mN/m. Gas adsorbed on the dry wall lowers the wall's surface energy as it is compressed, and for nitrogen near 10 MPa this can amount to several mN/m or more, depending on the wall. In a 2 nm pore this can matter more than the corrections below: if $P_c=10$ MPa is the value before compression, a rough estimate puts the filled fraction between about 0.97 for a strongly adsorbing, silica-like wall and 0.99 for a weakly adsorbing one.

Water vapour carries part of the gas pressure, roughly 3.2 kPa. If the trapped gas was dry at first, it has to supply only $p_g$ minus this amount, which changes the filled fraction by about $3\times10^{-6}$.

Nitrogen at 10.1 MPa is not quite ideal. Write $p=R_{\rm gas}T\rho(1+B\rho+C\rho^2)$ for molar density $\rho$, with rough coefficients $B=-5$ cm³/mol and $C=1500$ cm⁶/mol². The two corrections are about $-0.020$ and $+0.025$ and nearly cancel. With these coefficients the filled fraction falls by about $5\times10^{-5}$, but because of the cancellation the size and even the sign of this small shift depend on their exact values.

The pore is so small that it traps few molecules, not counting any adsorbed on its wall: $N=p_0AL/(k_BT)\approx153$. The gas length $l$ therefore fluctuates. The free energy above gives it a probability proportional to $l^N e^{-p_gAl/k_BT}$. Extending the range of $l$ to infinity, which changes nothing noticeable here, makes this a gamma distribution. Its standard deviation is $\sqrt{N+1}/N=0.081$ of the Boyle length. The filled fraction thus fluctuates by $0.081\times0.0099=0.0008$. The 99 percent survives, but further digits describe the most probable position, not a momentary one.

### Would a real pore stay 99 percent full?

With nitrogen and water, this model says no. By Henry's law, the dissolved concentration next to the gas is $k_Hp_g$. Suppose the water was saturated at $p_0$ beforehand. Since $p_0=p_{\rm res}$, the excess concentration at the meniscus is $k_H(p_g-p_0)=k_HP_c$. Taking the water column's length as $L$, compare what it could hold with what is trapped, both per bore area:

$$q=\frac{k_HP_cL}{p_0L/(R_{\rm gas}T)}=\frac{k_HR_{\rm gas}TP_c}{p_0}.$$

The rough value $k_H=6.5\times10^{-6}$ mol/(m³ Pa) gives $k_HR_{\rm gas}T=0.016$, so nitrogen is indeed weakly soluble. But this is multiplied by $P_c/p_0=100$, and $q=1.6$. By this estimate, the water in the pore has room for more than all the trapped gas. Gas adsorbed on the pore wall is left out here. In so narrow a pore it may rival the free gas in amount. It would lower $q$, possibly below one, and lengthen the dissolution time estimated below. The gas would still leave, because it diffuses out through the mouth.

Dissolving gas does not relieve the pressure either. As long as the inflow is slow enough for viscous losses to be small, force balance keeps the gas close to $p_{\rm res}+P_c$, so the column shrinks at nearly constant pressure until the meniscus meets the end. This describes the later stage. When the liquid first passes the 99 percent mark it is still moving fast, some gas has already dissolved, and the pressure is still noticeably lower.

How long does this take? Keep the excess concentration at zero at the mouth and at $k_HP_c$ at the meniscus. The steady profile is a straight line, with flux $Dk_HP_c/L$, where $D$ is the diffusivity. Starting from zero excess, the actual profile stays below that line while sharing its value at the meniscus. It is therefore at least as steep there, and the gas enters the water at least as fast as in the steady state. Dividing the trapped amount by the steady flux gives an upper bound:

$$t_{\rm diss}\le\frac{p_0L/(R_{\rm gas}T)}{Dk_HP_c/L}=\frac{L^2}{Dq}.$$

With the rough value $D=2\times10^{-9}$ m²/s, $L^2/D=125$ μs and the bound is 78 μs. Solving the diffusion equation on a grid for the same conditions gives 37 μs. That is 1.6 times the filling time. It is counted from the moment the column is in place, so filling and dissolving together take roughly 60 μs. Gas begins to dissolve as soon as it is compressed above its initial pressure, while the liquid is still flowing in, so the two processes overlap. The liquid does not come to rest at 99 percent: it keeps advancing, more slowly, as the remaining gas dissolves. The estimate assumes that the water column is already in place and that diffusion is as fast as in bulk water. Slower diffusion in the pore would lengthen the time and could allow a pause near 99 percent, without changing the end state.

The numbers are meant for the regime of a porous organosilicate interlayer dielectric whose walls have become partly wettable, for instance through plasma damage. A straight dead-end pore 500 nm long is an idealization: pores in such films are often connected, and a radius of 2 nm is on the large side. Intact walls are much less wettable, with $\theta$ near $90^\circ$. Where $\theta>90^\circ$, $P_c$ is negative and water is not drawn in. Fully wetted walls at the same radius would give $P_c=2\gamma/r=72$ MPa. The boxed formula would then leave a gas length of $500\times0.1/72.1=0.69$ nm, less than the $\tfrac23r=1.3$ nm that a hemispherical meniscus needs, so the rim would reach the closed end first and the formula would no longer apply. For whether the state lasts, the assumption that matters most is insolubility. For the number itself, the uniform bore matters more. Dropping it moves the final filling from 99 percent to complete, within tens of microseconds in this model.

So the exercise is right for what it states: 99 percent is the stable mechanical equilibrium for an insoluble ideal gas in a uniform pore. For air-like gases under water, it should not be used as evidence that a dry pocket will remain at the bottom of such a pore. The numerical output below lists the values for this example.

## Calculated quantities

```
Initial gas pressure: 0.1 MPa
Outside liquid pressure: 0.1 MPa
Capillary pressure: 10 MPa
Pore radius: 2 nm
Pore length: 500 nm
Temperature: 298.15 K
Surface tension (rough): 0.072 N/m
Viscosity (rough): 0.9 mPa s
Vapour pressure (rough): 3.2 kPa
Henry solubility (rough): 6.5e-06 mol/(m3 Pa)
Gas diffusivity in water (rough): 2e-09 m2/s
Second virial (rough): -5 cm3/mol
Third virial (rough): 1500 cm6/mol2
Heat capacity ratio: 1.4
Molar mass of nitrogen (rough): 28 g/mol
Meniscus sphere radius: 14.4 nm
Contact angle: 82.02 degrees
Final gas pressure: 10.1 MPa
Filled fraction, formula: 0.990099
Filled fraction, energy minimum: 0.990099
Filled fraction, end of flow: 0.990099
Filled percentage: 99.01 %
Filled length: 495.05 nm
Remaining gas length: 4.95 nm
Fraction if outside pressure left out: 0.99
Energy curvature d2(F/L)/d(x/L)2: 1020 MPa
Time to fill 98 percent: 23 us
Gas flight time across pore: 8.42 ps
Filled fraction, no heat exchange: 0.963
Filled length fraction, cone: 0.7853
Number of trapped molecules: 153
Thermal spread of filled fraction: 0.0008
Meniscus rim lead: 0.07 nm
Rim lead / pore length: 0.00014
Filled fraction with vapour: 0.990096
Compressibility factor at end: 1.004
Filled fraction, virial gas: 0.990053
Filled fraction, pc 20% lower: 0.9877
Filled fraction, pc 20% higher: 0.9917
Dissolving capacity / trapped gas: 1.61
Upper bound on dissolution time: 78 us
Dissolution time, diffusion grid: 37 us
Dissolution time / filling time: 1.6
```
